# Order of A and E levels in the threefold hindered rotor, part 1

(Sections cited here and not found follow in the second part.)

## 1. Definitions and conventions

Hartree atomic units are used, so $\hbar=m_e=1$ and energies are in $E_h$. The model has one coordinate, the torsional angle $\gamma$ of a top with a threefold axis, measured from a minimum of the potential. Coupling to overall rotation and to other vibrations is left out until Section 9. With $p=-i\,d/d\gamma$ and a constant reduced moment of inertia $I$,

$$H=Fp^2+V(\gamma),\qquad F=\frac{1}{2I},\qquad V(\gamma)=\frac{V_3}{2}\,(1-\cos 3\gamma),\qquad V_3\ge 0 .$$

The minima $V=0$ lie at $\gamma=0,\pm 2\pi/3$ and the maxima $V=V_3$ at $\gamma=\pm\pi/3,\pi$. The wave function is single-valued, $\psi(\gamma+2\pi)=\psi(\gamma)$.

The torsional quantum number $v=0,1,2,\dots$ counts the eigenvalues upward within one symmetry block (Section 3), a repeated eigenvalue being counted as often as it occurs. In deep wells this is the vibrational quantum number of a single well. The definition also holds above the barrier. $E_{vA}$ and $E_{vE}$ are the levels of the two symmetry species. The result proved in Section 6 is

$$\operatorname{sign}\,(E_{vE}-E_{vA})=(-1)^v \quad\text{for every } v \text{ and every } V_3\ge 0 .$$

Three standard theorems are used as tools: existence and uniqueness for linear differential equations, the implicit function theorem, and the min–max principle, by which the $v$-th eigenvalue of a self-adjoint operator bounded below with discrete spectrum is the minimum, over subspaces of dimension $v+1$, of the largest expectation value in the subspace.

## 2. Reduction to Mathieu's equation

Put

$$x=\frac{3\gamma+\pi}{2},\qquad y(x)=\psi(\gamma).$$

Since $dx/d\gamma=3/2$, $d^2\psi/d\gamma^2=\tfrac94 y''$. Since $3\gamma=2x-\pi$, $\cos3\gamma=-\cos 2x$. The equation $H\psi=E\psi$ becomes

$$-\frac{9F}{4}y''+\frac{V_3}{2}(1+\cos 2x)\,y=Ey .$$

Multiplying by $-4/(9F)$ and moving everything to one side gives

$$y''+\left[\frac{4E}{9F}-\frac{2V_3}{9F}-\frac{2V_3}{9F}\cos 2x\right]y=0 ,$$

which is Mathieu's equation

$$y''+(a-2q\cos 2x)\,y=0,\qquad q=\frac{V_3}{9F},\qquad a=\frac{4E}{9F}-2q,\qquad E=\frac{9F}{4}(a+2q).$$

The reduced barrier used in spectroscopy is $s=4V_3/(9F)=4q$. The well bottom $E=0$ is $a=-2q$ and the barrier top $E=V_3$ is $a=+2q$. The point $x=0$ is the maximum $\gamma=-\pi/3$, and $x=\pi/2$ is the minimum $\gamma=0$. One cell, $\Delta\gamma=2\pi/3$, has length $\pi$ in $x$, and the ring has length $3\pi$. The condition on $y$ is therefore period $3\pi$, not $\pi$ or $2\pi$. The tabulated Mathieu functions of integer order have period $\pi$ or $2\pi$. Those of period $\pi$ supply one third of the states. Those that change sign over $\pi$ also change sign over $3\pi$ and are not states of the rotor.

The shift of $\pi/2$ in $x$ only fixes the sign of $q$. The choice $x=3\gamma/2$ gives the same equation with $q\to-q$.

## 3. Bloch classification and the tridiagonal blocks

Define $(C_3\psi)(\gamma)=\psi(\gamma+2\pi/3)$. It commutes with $p^2$, and with $V$ because $V$ has period $2\pi/3$. On the ring $C_3^3=1$, so its eigenvalues are $e^{2\pi i\sigma/3}$ with $\sigma=0,+1,-1$. The eigenspaces are explicit: $C_3e^{im\gamma}=e^{2\pi im/3}e^{im\gamma}$, and every integer is uniquely $m=3k+\sigma$, so the functions $e^{i(3k+\sigma)\gamma}$, $k\in\mathbb Z$, span the eigenspace $\sigma$, and the three eigenspaces together span all functions on the ring. In block $\sigma$,

$$\psi(\gamma+2\pi/3)=e^{i\theta}\psi(\gamma),\qquad \theta=\frac{2\pi\sigma}{3}.$$

This is Bloch's condition for a lattice of period $2\pi/3$. The ring of three cells admits three values of the phase $\theta$. In the variable $x$ it reads $y(x+\pi)=e^{i\pi\nu}y(x)$ with $\nu=\theta/\pi=2\sigma/3$.

$H$ is real, so if $\psi$ is an eigenfunction with phase $\theta$, then $\psi^*$ is an eigenfunction with the same energy and phase $-\theta$. The blocks $\sigma=\pm1$ have the same spectrum and form the doubly degenerate species E. The block $\sigma=0$ is species A.

From $\cos3\gamma\,e^{im\gamma}=\tfrac12\left(e^{i(m+3)\gamma}+e^{i(m-3)\gamma}\right)$ the matrix in the normalized basis is

$$H_{kk}=F(3k+\sigma)^2+\frac{V_3}{2},\qquad H_{k,k\pm1}=-\frac{V_3}{4}.$$

To pass to $a$, multiply by $4/(9F)$ and subtract $2q$. The kinetic term gives $\tfrac49(3k+\sigma)^2=(2k+\nu)^2$, the constant gives $2q-2q=0$, and the coupling gives $-V_3/(9F)=-q$. The expansion coefficients obey

$$\left[(2k+\nu)^2-a\right]c_k-q\,(c_{k-1}+c_{k+1})=0 .$$

The replacement $c_k\to(-1)^kc_k$ reverses the sign of $q$, so the spectrum of a block does not depend on that sign.

The proof needs $\theta$ as a continuous parameter. For real $\kappa$ write $\psi=e^{i\kappa\gamma}u(\gamma)$ with $u$ of period $2\pi/3$. Then $\theta=2\pi\kappa/3$, and since $p\,e^{i\kappa\gamma}u=e^{i\kappa\gamma}(p+\kappa)u$, the function $u$ is an eigenfunction of

$$H_\kappa=F(p+\kappa)^2+V$$

on a space of periodic functions that does not depend on $\kappa$. The matrix is the one above with $\sigma\to\kappa$. The kinetic eigenvalues $F(3k+\kappa)^2$ grow without bound and $V$ is bounded, so the spectrum is discrete and infinite. Its ordered values define the bands $a_0(\theta)\le a_1(\theta)\le\dots$ for $0\le\theta\le\pi$. The A levels are $a_v(0)$ and the E levels are $a_v(2\pi/3)$.

The bands are continuous in $\theta$. Let $\kappa'=\kappa+\delta$ and let $u$ be normalized. With $A=\|(p+\kappa)u\|$, the triangle inequality gives $\|(p+\kappa')u\|\le A+|\delta|$, and $2A|\delta|\le\epsilon A^2+\delta^2/\epsilon$ for any $\epsilon>0$, because $(\sqrt\epsilon A-|\delta|/\sqrt\epsilon)^2\ge0$. Hence

$$\|(p+\kappa')u\|^2\le(1+\epsilon)A^2+(1+1/\epsilon)\,\delta^2 .$$

Because $V\ge0$, $\langle V\rangle\le(1+\epsilon)\langle V\rangle$, so $\langle H_{\kappa'}\rangle\le(1+\epsilon)\langle H_\kappa\rangle+(1+1/\epsilon)F\delta^2$ for every $u$. Taking the maximum over a subspace and then the minimum over subspaces preserves the inequality, and $\epsilon=|\delta|$ gives

$$E_v(\kappa')\le(1+|\delta|)\,E_v(\kappa)+F(\delta^2+|\delta|).$$

The same holds with $\kappa$ and $\kappa'$ exchanged. The two inequalities confine $E_v(\kappa')$ between bounds that both tend to $E_v(\kappa)$ as $\delta\to0$. This includes $\kappa=0$, where eigenvalues may be degenerate.

## 4. The Hill discriminant

Write the equation as $y''=(Q(x)-a)\,y$ with $Q=2q\cos 2x$. Only two properties of $Q$ are used from here to the end of Section 6: it is real and continuous, and it has period $\pi$. Let $y_1,y_2$ be the solutions with $y_1(0)=1$, $y_1'(0)=0$, $y_2(0)=0$, $y_2'(0)=1$, and set

$$\Phi(x)=\begin{pmatrix}y_1&y_2\\ y_1'&y_2'\end{pmatrix},\qquad M(a)=\Phi(\pi),\qquad D(a)=\operatorname{tr}M=y_1(\pi)+y_2'(\pi).$$

The Wronskian $\det\Phi=y_1y_2'-y_1'y_2$ has derivative $y_1y_2''-y_1''y_2=0$ and equals 1 at $x=0$, so $\det\Phi=1$ everywhere and $\det M=1$.

A solution $y=c_1y_1+c_2y_2$ has data $(y,y')=c$ at $x=0$ and $Mc$ at $x=\pi$. The function $y(x+\pi)$ solves the same equation, with initial data $Mc$. By uniqueness, $y(x+\pi)=\lambda y(x)$ for all $x$ exactly when $Mc=\lambda c$. The characteristic equation of $M$ is $\lambda^2-D\lambda+1=0$, or $D=\lambda+1/\lambda$. With $\lambda=e^{i\theta}$,

$$D(a)=2\cos\theta .$$

The eigenvalues of the block $\theta$ are exactly the real roots of this equation. A levels solve $D=2$ and E levels solve $D=2\cos(2\pi/3)=-1$.

For $0<\theta<\pi$ each eigenvalue is simple. Two independent solutions with the same multiplier would make $M=e^{i\theta}\mathbb 1$, whose determinant $e^{2i\theta}$ differs from 1. So the $v$-th root of $D-2\cos\theta$, counted from the left, is $a_v(\theta)$, and an E level is exactly twofold on the ring. At $\theta=0$ the argument fails, since $M=\mathbb 1$ is allowed. This is why A levels are counted with multiplicity.

## 5. The derivative of the discriminant

The matrix $\Phi$ obeys $\Phi'=\mathcal A\Phi$ with $\mathcal A=\begin{pmatrix}0&1\\Q-a&0\end{pmatrix}$. Differentiate with respect to $a$ and let $Z=\partial_a\Phi$:

$$Z'=\mathcal AZ+B\Phi,\qquad B=\partial_a\mathcal A=\begin{pmatrix}0&0\\-1&0\end{pmatrix},\qquad Z(0)=0 .$$

Put $Z=\Phi K$. Then $Z'=\mathcal A\Phi K+\Phi K'$, and comparison gives $K'=\Phi^{-1}B\Phi$, $K(0)=0$. With unit determinant,

$$\Phi^{-1}=\begin{pmatrix}y_2'&-y_2\\-y_1'&y_1\end{pmatrix},\qquad B\Phi=\begin{pmatrix}0&0\\-y_1&-y_2\end{pmatrix},\qquad \Phi^{-1}B\Phi=\begin{pmatrix}y_1y_2&y_2^2\\-y_1^2&-y_1y_2\end{pmatrix}.$$

Then $D'(a)=\operatorname{tr}[MK(\pi)]=M_{11}K_{11}+M_{12}K_{21}+M_{21}K_{12}+M_{22}K_{22}$, where the prime on $D$ means $d/da$, and so

$$D'(a)=\int_0^\pi\left[-M_{12}\,y_1^2+(M_{11}-M_{22})\,y_1y_2+M_{21}\,y_2^2\right]dx .$$

The integrand is a quadratic form in $(y_1,y_2)$ with constant real coefficients. Its discriminant is

$$(M_{11}-M_{22})^2+4M_{12}M_{21}=(M_{11}+M_{22})^2-4(M_{11}M_{22}-M_{12}M_{21})=D^2-4 .$$

When $|D|<2$ the discriminant is negative and the form is definite. The pair $(y_1,y_2)$ never vanishes, because the Wronskian is 1. The integrand therefore keeps one sign and is nowhere zero, and

$$|D(a)|<2\ \Rightarrow\ D'(a)\neq0 .$$

## 6. The alternation theorem

First, $D>2$ for $a<\min Q=-2q$. There $w=Q-a>0$. As long as $y_1>0$, $y_1''=wy_1>0$, so $y_1'$ increases from 0 and $y_1$ increases from 1. It can then never reach zero, and $y_1(\pi)>1$. Likewise $y_2$ starts at 0 with slope 1. While $y_2>0$ its slope increases, so $y_2$ stays positive and $y_2'(\pi)>1$. The sum exceeds 2.

Fix $\theta$ in $(0,\pi)$ and let $f(a)=D(a)-2\cos\theta$. At each root $|D|=2|\cos\theta|<2$, so $f'\ne0$ and $f$ changes sign there. To the left of the lowest root $f>0$. Hence $f$ falls through $a_0$, is negative up to $a_1$, rises through $a_1$, and so on:

$$\operatorname{sign}D'(a_v(\theta))=(-1)^{v+1}.$$

Since $D'\neq0$, the implicit function theorem gives one differentiable root branch near each root, and the continuous function $a_v(\theta)$ must follow it. Differentiating $D(a_v(\theta))=2\cos\theta$,

$$\frac{da_v}{d\theta}=-\frac{2\sin\theta}{D'(a_v)},$$

which has the sign $(-1)^v$ because $\sin\theta>0$. So $(-1)^va_v(\theta)$ increases strictly on $(0,\pi)$. To include the end point, choose $0<\theta_1<2\pi/3$ and split

$$a_v(\tfrac{2\pi}{3})-a_v(0)=\left[a_v(\tfrac{2\pi}{3})-a_v(\theta_1)\right]+\left[a_v(\theta_1)-a_v(0)\right].$$

Multiplied by $(-1)^v$, the first bracket is positive. The second is, by the continuity shown in Section 3, the limit for $\theta\to0^+$ of the positive quantities $(-1)^v[a_v(\theta_1)-a_v(\theta)]$, and is not negative. Multiplication by $9F/4>0$ gives

$$(-1)^v\,(E_{vE}-E_{vA})>0 .$$

For even $v$, the simplicity of the E eigenvalues and the ordering within the A block complete the ladder:

$$E_{vA}<E_{vE}<E_{v+1,E}<E_{v+1,A}\le E_{v+2,A}.$$

Listing states on the ring in order of energy gives AEE, EEA, AEE, and so on. The A level is the bottom edge of an even band and the top edge of an odd band, and the E level lies inside the band.

The free rotor, $V_3=0$, is a limiting case in which everything is explicit: $E=Fm^2$. The A block has $m=0,\pm3,\pm6$ and $E/F=0,9,9,36,36$. The block $\sigma=1$ has $m=1,-2,4,-5,7$ and $E/F=1,4,16,25,49$. The differences $+1,-5,+7,-11,+13$ alternate. The alternation is thus not a tunnelling effect in origin. It is fixed by the Bloch structure and survives at any barrier height, while the barrier sets the sizes.

One spectroscopic consequence follows at once. An operator that commutes with $C_3$ connects A with A and E with E. For $v\to v+1$ the difference of the E and A transition energies is $(E_{v+1,E}-E_{v+1,A})-(E_{vE}-E_{vA})$, and since the two terms have opposite signs their magnitudes add.

## 7. The A levels as integer-order characteristic values

This section uses the pure cosine potential with $q>0$. The reflection $\gamma\to-\gamma$ commutes with $H$ and is $x\to\pi-x$. It leaves $\cos2rx$ unchanged and reverses $\sin2rx$. A states are therefore even, $y=\sum_{r\ge0}A_r\cos2rx$, with characteristic values named $a_0,a_2,a_4,\dots$ here and where Sections 11 and 12 refer back to this section, or odd, $y=\sum_{r\ge1}B_r\sin2rx$, with values $b_2,b_4,\dots$. Two even solutions at one $a$ both have $y'(0)=0$ and are proportional, and two odd ones both have $y(0)=0$, so each family is simple.

An even and an odd solution cannot share a value of $a$ (Ince's theorem). Using $2\cos2x\cos2rx=\cos(2r+2)x+\cos(2r-2)x$ and the same identity with sines, Mathieu's equation gives

$$aA_0=qA_1,\qquad(a-4)A_1=q(2A_0+A_2),\qquad(a-4)B_1=qB_2,$$

and $(a-4r^2)C_r=q(C_{r-1}+C_{r+1})$ for $r\ge2$, with $C=A$ or $B$. The factor 2 arises because the term $r=0$ contributes $2qA_0\cos2x$. Suppose both series exist at the same $a$, and let $W_r=A_rB_{r+1}-A_{r+1}B_r$. Multiply the $A$ equation of index $r$ by $B_r$, the $B$ equation by $A_r$, and subtract. For $r\ge2$ this gives $0=q(W_{r-1}-W_r)$. For $r=1$ it gives $0=q[(2A_0+A_2)B_1-A_1B_2]$, that is $W_1=2A_0B_1$. So $W_r=2A_0B_1$ for all $r$. Fourier coefficients tend to zero, so $W_r\to0$ and $A_0B_1=0$. If $A_0=0$ the recurrences force $A_1=0$, $A_2=0$ and so on. If $B_1=0$ all $B_r$ vanish in the same way. Either case contradicts the assumption.

Each $a_{2n}$ and $b_{2n}$ is continuous in $q$, since $|2\Delta q\cos2x|\le2|\Delta q|$ bounds the change through min–max. As they never meet, their order for all $q>0$ is the order at small $q$, where $a_{2n}$ and $b_{2n}$ both lie near $4n^2$. To order this pair, take the recurrence of Section 3 at $\nu=0$ and solve for all $c_k$ with $k\ne\pm n$ in terms of $c_{\pm n}$. The outer chain $k>n$ couples only to $c_n$, the chain $k<-n$ only to $c_{-n}$, and the inner chain $|k|<n$ to both. Substitution leaves

$$(a-4n^2-\Sigma)\,c_{\pm n}=T\,c_{\mp n},$$

where $\Sigma(a)$ is $q^2$ times the sum of two diagonal elements of the chain resolvents, the same for $\pm n$ by the symmetry $k\to-k$, and $T(a)=q^2G_{1N}$. Here $G$ is the inverse of the inner matrix of size $N=2n-1$, which has diagonal $a-4k^2$, off-diagonal $+q$ and determinant $\Delta(a)$. The corner element of the inverse is a cofactor over $\Delta$. Deleting row $N$ and column 1 leaves a triangular matrix with $q$ on its diagonal, and the sign $(-1)^{N+1}$ is $+1$, so $G_{1N}=q^{2n-2}/\Delta$ and $T=q^{2n}/\Delta$. The even solution $c_n=c_{-n}$ has $a=4n^2+\Sigma+T$ and the odd one has $a=4n^2+\Sigma-T$. Subtracting, and writing $\Sigma(a_{2n})-\Sigma(b_{2n})=\Sigma'\cdot(a_{2n}-b_{2n})$ at an intermediate point, where $\Sigma'=O(q^2)$,

$$a_{2n}-b_{2n}=\frac{T(a_{2n})+T(b_{2n})}{1-\Sigma'}=\frac{2q^{2n}}{\prod_{|k|<n}(4n^2-4k^2)}\left[1+O(q^2)\right]>0 .$$

The A levels in order of $v$ are $a_0,b_2,a_2,b_4,a_4,\dots$, with parity $(-1)^v$ in $\gamma$ (A$_1$ for even $v$, A$_2$ for odd $v$ when the reflection is included in the group). For $n=1$ the leading gap is $2q^2/4$, and for $n=2$ it is $2q^4/(12\cdot16\cdot12)$. At $q=0.1$ these are $5.00000\times10^{-3}$ and $8.68056\times10^{-8}$, against the computed $4.99446\times10^{-3}$ and $8.67998\times10^{-8}$. The order within such a pair is a property of the cosine potential. For other periodic potentials the even and odd members may cross, which leaves Section 6 untouched.

This part has proved that the sign of $E_{vE}-E_{vA}$ is $(-1)^v$ for every $v$ and every $V_3\ge0$, and has identified the A levels of the cosine potential with integer-order Mathieu characteristic values. What remains is the size of the splittings in deep wells, the range of validity, the numerical implementation, and a worked example with its checks.
